# Oxygen-vacancy density in an oxide from a positive formation free energy

**Problem.** An oxide film is held at $T=600$ K, in equilibrium with oxygen gas. It has $N_s=5\times10^{22}$ oxygen sites per cm³. Removing one oxygen atom from a given site and putting it into the gas costs a free energy $g=1$ eV. How many oxygen vacancies are there per cm³?

The vacancies are taken to be neutral and independent, each with one internal state, and all sites are equivalent. The value of $g$ includes the change in atomic vibrations and the chemical potential of oxygen in the gas. Energies are in eV, the natural unit for thermally activated defects.

## A tempting solution

The reaction is

$$
\text{oxygen on its site}\;\rightarrow\;\text{vacancy}+\tfrac12\,\mathrm{O_2}.
$$

Its free energy change is $+1$ eV. A process at fixed temperature and pressure runs forward if it lowers the free energy. This one raises it, and $n$ vacancies raise it by $ng$. The minimum is at $n=0$, so the film in equilibrium has no vacancies.

## Where it fails

The rule about the sign is sound, but it must be applied to the whole free energy of the film. The quantity $g$ is the cost of a vacancy on a *given* site. It leaves out the entropy that comes from the choice of site. A crystal or glass with no vacancy has one arrangement of them; with one vacancy among $N$ sites it has $N$ arrangements, which contribute $-kT\ln N$. The first vacancy therefore changes the free energy by

$$
g-kT\ln N ,
$$

which is negative once $N>e^{g/kT}$. With the value of $g/kT$ found below, this needs about $2.5\times10^{8}$ sites, far fewer than one cubic centimetre holds.

## The right solution

Let a volume contain $N$ sites and $n$ vacancies. The number of arrangements is

$$
W=\frac{N!}{n!\,(N-n)!},
$$

and the free energy relative to the film without vacancies is

$$
G(n)=ng-kT\ln W .
$$

For large numbers, Stirling's formula $\ln m!\approx m\ln m-m$ applies. The linear terms are $-N+n+(N-n)=0$, so

$$
\ln W\approx N\ln N-n\ln n-(N-n)\ln(N-n).
$$

Differentiating with respect to $n$ at fixed $N$,

$$
\frac{d\ln W}{dn}=-\ln n-1+\ln(N-n)+1=\ln\frac{N-n}{n}.
$$

At the minimum $dG/dn=0$, which gives

$$
g=kT\ln\frac{N-n}{n}
\quad\Rightarrow\quad
\frac{n}{N-n}=e^{-g/kT}
\quad\Rightarrow\quad
\frac nN=\frac{1}{1+e^{g/kT}} .
$$

It is a minimum because

$$
\frac{d^2G}{dn^2}=kT\left(\frac1n+\frac1{N-n}\right)>0 .
$$

When $e^{-g/kT}\ll1$, the 1 in the denominator can be dropped. From here on $n$ denotes the density, so $N$ becomes $N_s$:

$$
n\approx N_s\,e^{-g/kT}.
$$

At 600 K, $kT=0.051704$ eV and $g/kT=19.341$. Dividing by $\ln 10=2.3026$ gives the power of ten:

$$
e^{-19.341}=10^{-8.3996}=3.98\times10^{-9},
$$

$$
n=(5\times10^{22})(3.98\times10^{-9})\ \text{cm}^{-3}
\approx 2.0\times10^{14}\ \text{cm}^{-3}=2.0\times10^{20}\ \text{m}^{-3}.
$$

About four sites in a billion are empty. The exponential makes the result sensitive to $g$: a change of 0.05 eV changes $n$ by a factor of 2.6.

The gain over the vacancy-free film follows from the same formulas. For $n\ll N$, $\ln W\approx n\ln(N/n)+n$. At equilibrium $\ln(N/n)\approx g/kT$, so $G\approx ng-ng-nkT=-nkT$. The tempting answer $G=0$ lies above this minimum by $kT$ per vacancy.

## When vacancies are not dilute

The dilute formula divided by the full one is $1+e^{-g/kT}$. Its relative error is thus $e^{-g/kT}$, or $4\times10^{-9}$ in the problem. If $g$ were 0.1 eV at the same temperature, the dilute formula would give a vacant fraction of 0.1446. Summing over every arrangement of a twelve-site lattice gives 0.1263, in agreement with the full formula. The dilute result is 14% too high because it does not account for sites that are already empty.

## How many vacancies are in a transistor?

Take a channel 10 µm by 10 µm and 50 nm thick. Its volume is $(10^{-3})^2(5\times10^{-6})=5\times10^{-12}$ cm³, so it holds on average 996 vacancies.

This number fluctuates. Near its minimum, $G$ is a parabola, and the probability $e^{-G/kT}$ is a Gaussian of variance

$$
\frac{kT}{d^2G/dn^2}=\left(\frac1n+\frac1{N-n}\right)^{-1}\approx n ,
$$

where $n$ is again a number. The standard deviation is $\sqrt{996}\approx32$, or 3% of the mean. Seen from above, the density is $1.0\times10^{9}$ cm$^{-2}$, or one vacancy per square of side 317 nm; for random positions the mean distance to the nearest neighbour is about half of that. Both lengths exceed the film thickness, so the vacancies form a sparse sheet.

## If vacancies can give up electrons

A vacancy may release two electrons and become $V^{2+}$. Let the Fermi level lie $w$ below the conduction-band edge, and let the transition level, where $V^0$ and $V^{2+}$ have equal formation free energies, lie $d$ below it. Placing two electrons at the Fermi level instead of at the transition level changes the cost by $2(d-w)$. Hence, for dilute vacancies,

$$
[V^{2+}]=[V^0]\,e^{2(w-d)/kT}.
$$

The neutral density $[V^0]$ is still the $2.0\times10^{14}$ cm$^{-3}$ found above; charged vacancies add to it.

For nondegenerate electrons $n_e=N_ce^{-w/kT}$, so $e^{2w/kT}=N_c^2/n_e^2$. With fully ionised background donors of density $N_D$, and with holes and $V^+$ neglected (the latter requires a negative-$U$ vacancy, for which $V^+$ is unstable against $V^0$ and $V^{2+}$), charge neutrality is $n_e=N_D+2[V^{2+}]$. Substituting and multiplying by $n_e^2$,

$$
n_e^2(n_e-N_D)=2[V^0]N_c^2e^{-2d/kT}.
$$

Take $N_D=10^{17}$ cm$^{-3}$ and an effective mass of 0.34 electron masses, for which $N_c=1.41\times10^{19}$ cm$^{-3}$ at 600 K. For a shallow level, $d=0.1$ eV, the solution is $n_e=1.62\times10^{17}$ cm$^{-3}$ and $[V^{2+}]=3.1\times10^{16}$ cm$^{-3}$, which is 157 times the neutral density. For a deep level, $d=1$ eV, the ratio is $3\times10^{-13}$, and the neutral count stands.

## Disorder and oxygen pressure

In an amorphous film the sites differ. Let their formation free energies be $g+x$, with $x$ Gaussian of standard deviation $s$. The dilute density is multiplied by the average of $e^{-x/kT}$. Completing the square in the exponent,

$$
-\frac{x^2}{2s^2}-\frac{x}{kT}
=-\frac{(x+s^2/kT)^2}{2s^2}+\frac{s^2}{2(kT)^2}.
$$

The first term integrates to one with the Gaussian's normalisation, leaving the factor $e^{s^2/2(kT)^2}$. For $s=0.1$ eV it is 6.5. Most vacancies then sit on sites near $g-s^2/kT\approx0.81$ eV, which are still sparsely vacated, as the derivation requires.

The gas pressure $p$ enters through $g$, which contains $\mu_{\rm O}=\frac12\mu_{\rm O_2}$. For an ideal gas at fixed temperature, $\mu_{\rm O_2}$ changes by $kT\ln(p_2/p_1)$, so $g$ changes by half of that and

$$
\frac{n(p_2)}{n(p_1)}=\left(\frac{p_1}{p_2}\right)^{1/2}.
$$

Suppose the 1 eV refers to 150 Torr of oxygen, roughly its pressure in air. At $10^{-3}$ Torr the neutral density rises by $\sqrt{1.5\times10^5}=387$, to $7.7\times10^{16}$ cm$^{-3}$.

## What remains after cooling

Suppose that vacancies disappear only by diffusing to the surface. Let a vacancy hop at total rate $R=\nu e^{-E_m/kT}$ among six directions on a cubic lattice of spacing $a$. One third of the hops are along the film normal, so the mean square displacement is $Ra^2t/3=2Dt$, and $D=Ra^2/6$.

In a film of thickness $L$, blocked at the bottom ($z=0$) and open at the top ($z=L$), the slowest excess profile is $\cos(\pi z/2L)$. The diffusion equation makes it decay at the rate $D(\pi/2L)^2$, so

$$
\tau=\frac{4L^2}{\pi^2D}.
$$

With $\nu=10^{13}$ s$^{-1}$, $E_m=1$ eV and $a=0.3$ nm, $D=6.0\times10^{-12}$ cm²/s at 600 K and $\tau=1.7$ s. At 300 K, $\tau=4\times10^8$ s. Slow exchange at the surface would lengthen both times.

Cooling also changes $g$, because the chemical potential of the gas rises. For $M$ molecules in volume $V$, $\mu_{\rm O_2}=-kT\ln(q/M)$, where $q$ is the partition function of one molecule. With $V/M=kT/p$,

$$
\mu_{\rm O}=-\frac{kT}{2}\ln\left[\frac{kT}{p\lambda^3}\cdot3\cdot\frac{kT}{2B}\right],
\qquad \lambda=\frac{h}{\sqrt{2\pi m kT}} .
$$

Here $m$ is the molecular mass, 3 counts the electronic spin states, and $kT/2B$ is the rotational sum over the allowed odd levels, with $B=\hbar^2/2I$ and $I$ the moment of inertia for a bond length of about 0.12 nm. The molecule's ground-state energy cancels in differences. Molecular vibration and changes in the solid's own entropy are neglected. The first shifts $g$ by less than 1 meV. The second is not small: if three lattice modes of 30 to 60 meV leave with the oxygen atom, the equilibrium densities below rise by a factor of 2 to 4 at 451 K and by roughly 7 to 45 at 300 K.

If cooling takes about 1000 s, the film can no longer follow equilibrium below the temperature where $\tau=1000$ s, which is 451 K (the "freezing temperature" in the output). At 150 Torr, $g$ is then 1.18 eV and the equilibrium density is $3\times10^9$ cm$^{-3}$. This is a rough lower limit on what remains. Between 600 K and 451 K the equilibrium density falls by about eleven factors of $e$, which leaves less than 100 s for each on average, so the film falls behind before it reaches 451 K and keeps more vacancies than this. The difference is large: solving the diffusion equation for a steady fall from 600 K to 300 K in 1000 s leaves about $4\times10^{11}$ cm$^{-3}$, roughly a hundred times the lower limit. Even the most favourable temperature schedule lasting 1000 s leaves about $4\times10^{10}$ cm$^{-3}$. A quench much faster than 1.7 s would instead keep nearly $2\times10^{14}$ cm$^{-3}$. At 300 K, $g=1.36$ eV and equilibrium would leave only about one vacancy per cm³, but the film cannot reach it in 1000 s.

## The real case

The film thickness, effective mass and donor density are rough values for an indium-gallium-zinc-oxide transistor; the other parameters are round model values. A $g$ of 1 eV is low for a neutral vacancy in a crystalline oxide of this family under oxygen-rich conditions, where calculated energies are commonly a few eV. Raising $g$ to 2 eV would multiply the density by another $4\times10^{-9}$, to about $8\times10^5$ cm$^{-3}$. Real films also break the assumption of equilibrium, since deposition can build in vacancies that a later anneal does not remove. For the numbers used here, shallow charged states raise the total by a factor of about 160, disorder raises the neutral density by 6.5, and cooling in 1000 s lowers it by a factor of about 500 if the temperature falls steadily to 300 K, and by at most about $5\times10^3$ for any schedule of that length. These factors were found separately and should not simply be multiplied. The answer $2\times10^{14}$ cm$^{-3}$ is firm for the stated problem, but it predicts a film's vacancy content only if $g$, the charge state and the thermal history are known. The numerical output below lists the parameters used and the equilibrium results; it does not include the densities left by specific cooling schedules.

## Computed values

```
MAIN RESULT
temperature: 600 K
formation free energy: 1 eV
oxygen-site density: 5e+22 cm^-3
thermal energy kT: 0.051704 eV
g/kT: 19.3409
log10 of site fraction: -8.3996
vacant site fraction: 3.984e-09
vacancy density: 1.992e+14 cm^-3
vacancy density, converted: 1.992e+20 m^-3
factor for 0.05 eV change in g: 2.63
DILUTE LIMIT CHECK AT 600 K
small formation free energy: 0.1 eV
fraction by enumeration: 0.1263
fraction by dilute formula: 0.1446
TRANSISTOR CHANNEL
channel side: 10 um
film thickness: 50 nm
mean number of vacancies: 996.1
standard deviation of number: 31.6
vacancies per film area: 9.961e+08 cm^-2
typical lateral spacing: 317 nm
CHARGED VACANCIES
effective mass / electron mass: 0.34
background donor density: 1e+17 cm^-3
band density of states N_c: 1.407e+19 cm^-3
shallow level depth: 0.1 eV
shallow: Fermi level depth: 0.231 eV
shallow: electron density: 1.62e+17 cm^-3
shallow: V2+ density: 3.12e+16 cm^-3
shallow: V2+ / neutral: 157
deep level depth: 1 eV
deep: V2+ / neutral: 3.1e-13
DISORDER AND OXYGEN PRESSURE
spread of formation energy: 0.1 eV
disorder multiplies density by: 6.49
reference oxygen pressure: 150 Torr
low oxygen pressure: 0.001 Torr
low pressure multiplies density by: 387
neutral density at low pressure: 7.72e+16 cm^-3
COOLING AND DIFFUSION
migration barrier: 1 eV
total attempt rate: 1e+13 s^-1
hop length: 0.3 nm
vacancy diffusivity at 600 K: 5.98e-12 cm^2/s
relaxation time at 600 K: 1.7 s
relaxation time at 300 K: 4.25e+08 s
chosen cooling time: 1000 s
freezing temperature: 451 K
g at freezing temperature: 1.181 eV
equilibrium density at freezing: 3.2e+09 cm^-3
g at 300 K: 1.357 eV
equilibrium density at 300 K: 0.79 cm^-3
```
